# Tortuosity from Random Walks in Voxel Images of Pores

A bed of equal spheres in a simple cubic arrangement conducts gas equally well along its three cubic axes. A random walk in a voxel image of such a bed nevertheless had a long-time tortuosity of 3.02 along $x$ and 0.81 along $z$. The second value says that gas crosses the packing faster than it crosses empty space.

The walk was the simplest one possible. Each of the six neighbouring voxels was chosen with equal probability, and the mean square displacement was compared with one averaged free diffusivity. The image had voxels of $2.5\times2.5\times5$ µm, as when slices are spaced more coarsely than pixels. The rule fails before any solid is present, so the repair starts there.

## Setting the hop probabilities

Let $a_i$ be the voxel edge along axis $i$. In each time step $\delta t$ the walker picks axis $i$ with probability $p_i$ and then either sign with probability one half. In free space successive steps are independent, so the mean square displacement along $i$ grows by $p_ia_i^2$ per step. Diffusion along one axis means growth by $2D\,\delta t$.

With $p_i=1/3$, the free values of $D_i\delta t$ are $2.5^2/6=1.04$ µm² along $x$ and $5^2/6=4.17$ µm² along $z$. Their average over the three axes is 2.08 µm². An empty image would therefore be assigned tortuosities of 2 and 0.5.

Dividing these factors out afterwards does not rescue the result. It gives $3.02/2=1.51$ and $0.814/0.5=1.63$, whereas the correct walk on this image gives 1.58 and 1.50. The equal-probability walk solves a different problem, diffusion of an anisotropic fluid around the spheres. Its two axes stay apart when the image is refined (1.38 and 1.56 with voxels four times smaller), while the correct walk then gives 1.42 along both.

The free walk must be isotropic from the start:

$$p_ia_i^2=2D_0\,\delta t\quad\text{for every }i .$$

Hence $p_i=2D_0\delta t/a_i^2$. Since the probabilities sum to one,

$$p_i=\frac{a_i^{-2}}{\sum_j a_j^{-2}},\qquad \delta t=\frac{1}{2D_0\sum_j a_j^{-2}} .$$

Here $\sum_j a_j^{-2}=0.16+0.16+0.04=0.36$ µm⁻², so the probabilities are 0.444, 0.444 and 0.111. For $D_0=0.2$ cm²/s the step lasts 69.4 ns.

## What to do at a wall

If the chosen voxel is solid, the walker waits for one step. An open move and its reverse then have the same probability $p_i/2$, so the transition matrix $T$ is symmetric. Its columns sum to one because its rows do, and a uniform distribution over a pore cluster stays uniform. This is the right equilibrium for a gas without wall attraction.

Redrawing until an open neighbour is found would break this. The chance of a move from $x$ would be divided by $W(x)$, the total probability of open moves there. Balance between neighbours would then require occupation proportional to $W(x)$, which depletes voxels beside walls.

The image is taken as periodic, and pores are joined through voxel faces. Walkers start uniformly over a chosen set of whole clusters, and $\langle\cdot\rangle$ is the average over that set.

## The displacement at finite time

The naive estimate of diffusivity is $\mathrm{MSD}/(2t)$, where MSD is the mean square displacement. Its error can be derived for any number of steps.

Consider one axis. Let $\xi_k$ be the $k$-th step, taken from $x_{k-1}$ to $x_k$, and let $X_n=\sum_k\xi_k$ be the unwrapped displacement. Define the local mean step $v(x)$ and the local mean square step $s(x)$. Near a wall $v$ is not zero, because one direction is blocked. Expanding the square gives

$$\langle X_n^2\rangle=n\langle s\rangle+2\sum_{j<k}E[\xi_j\xi_k].$$

For $j<k$, the expected later step, given $x_j$, is $(T^{k-j-1}v)(x_j)$. What remains is an average of the form $E[\xi_jf(x_j)]$. Every move has a reverse move of equal probability and opposite displacement. Exchanging the two ends therefore gives

$$E[\xi_jf(x_j)]=-\langle vf\rangle,\qquad E[\xi_j\xi_k]=-\langle v,T^{k-j-1}v\rangle .$$

There are $n-1-m$ pairs with $k-j-1=m$, so

$$\langle X_n^2\rangle=n\langle s\rangle-2\sum_{m=0}^{n-2}(n-1-m)\langle v,T^mv\rangle .$$

To sum this, introduce a field $g$ with $(1-T)g=v$ and zero mean on each cluster. It exists because $v$ sums to zero on a cluster: each open face contributes $+p_ia_i/2$ at one end and $-p_ia_i/2$ at the other. Inserting $v=(1-T)g$ in the right-hand factor makes neighbouring powers cancel:

$$\sum_{m=0}^{n-2}(n-1-m)(T^m-T^{m+1})=n-\sum_{m=0}^{n-1}T^m .$$

Since $T$ is symmetric,

$$\Big\langle v,\sum_{m=0}^{n-1}T^mg\Big\rangle=\Big\langle g,(1-T)\sum_{m=0}^{n-1}T^mg\Big\rangle=\langle g,(1-T^n)g\rangle .$$

The result is

$$\langle X_n^2\rangle=n\big(\langle s\rangle-2\langle v,g\rangle\big)+2\langle g,g\rangle-2\langle g,T^ng\rangle .$$

On a small irregular image, direct propagation of the displacement moments over 60 steps agreed with this law to a relative difference of $7.5\times10^{-15}$.

The last term dies out on a finite cluster in which some voxel allows waiting. The long-time slope is then

$$2D\,\delta t=\langle s\rangle-2\langle v,g\rangle,$$

and the tortuosity factor is $\tau=D_0/D$. It is a ratio of diffusivities, not of path lengths.

The eigenvalues of $T$ lie between $-1$ and 1, so $\langle g,(1-T^n)g\rangle\ge0$. Thus $\mathrm{MSD}/(2t)$ never underestimates $D$, and the apparent tortuosity approaches its limit from below. Physically, a walker first moves within its own pore before it has felt the obstacles.

In the sphere bed the intercept $2\langle g,g\rangle$ along $x$ is 39.1 µm², and the slope is $0.4444\times6.25/1.576=1.76$ µm² per step. The apparent tortuosity is 1.15 after 10 steps, 1.34 after 100 and 1.553 after 1500, against a limit of 1.576. At 1500 steps the bias in $D$ is $39.1/(1.76\times1500)=1.5\%$. It falls to 1% near 2200 steps.

The cure is to subtract two late values:

$$D\simeq\frac{\mathrm{MSD}(n_2)-\mathrm{MSD}(n_1)}{2(n_2-n_1)\delta t}.$$

The intercept cancels, and only the difference $2\langle g,T^{n_1}g\rangle-2\langle g,T^{n_2}g\rangle$ is left. Its size can be bounded from the values at step 100. A free walk would then have an MSD of 277.8 µm², so the apparent tortuosity of 1.3433 means an MSD of $277.8/1.3433=206.8$ µm². The limiting line gives $39.1+1.763\times100=215.4$ µm², hence $2\langle g,T^{100}g\rangle=8.6$ µm². Over even $n$ this term is never negative and never grows, because the eigenvalues of $T$ lie between $-1$ and 1. For $n_1=300$ and $n_2=1500$ the bias in $D$ is therefore at most $8.6/(1.76\times1200)=0.4\%$.

## Connecting the walk to a flux

A process engineer needs a flux, not a displacement. The field $g$ supplies the link. The expected change of $x+g$ in one step is $v+Tg-g=0$, so $c=G(x+g)$ is a steady concentration with mean gradient $G$ and no flow through the walls.

Each open face carries a current proportional to the concentration difference across it. Write $\Delta g$ for the change of $g$ in a move. Summing current times distance over all moves counts each face twice, so the mean flux per pore voxel is

$$-\frac{G}{2\delta t}\,E[\xi(\xi+\Delta g)]
=-\frac{G}{2\delta t}\big(\langle s\rangle-2\langle v,g\rangle\big)=-GD .$$

The middle step uses $E[\xi g(x_{\rm new})]=-\langle vg\rangle$ and $E[\xi g(x_{\rm old})]=\langle vg\rangle$. Solid voxels carry nothing. Averaging over the whole cross-section therefore multiplies by the porosity $\varepsilon$ of the walker set:

$$J=-D_{\rm eff}G,\qquad D_{\rm eff}=\varepsilon D_0/\tau .$$

An independent calculation placed the small irregular image between two reservoirs and took the resistance added by one more repeated cell. It gave $D_{\rm eff}/D_0=0.22124$, and the walk formula gave the same five digits.

## Inaccessible pores

The spheres in the example are hollow. Their outer diameter is 60 µm, and each encloses a closed void 30 µm across. A segmented image marks these voids as pore, and walkers started uniformly over all pores also start there.

A cluster can be classified without a walk. Follow its open faces in unwrapped coordinates. Returning to the same voxel of the periodic image at a different unwrapped place yields a winding vector. To see what this implies for a direction $u$, let $\xi$ now be the step along $u$ and expand

$$E[(\xi+\Delta g)^2]=\langle s\rangle-4\langle v,g\rangle+2\langle g,(1-T)g\rangle=\langle s\rangle-2\langle v,g\rangle .$$

The long-time diffusivity thus vanishes if and only if $\xi=-\Delta g$ for every open move.

- If this holds, the displacement around any closed loop sums to zero, so no winding vector has a component along $u$.
- Conversely, if no winding vector has such a component, the coordinate $x$ along $u$ is single-valued on the cluster. Then $g=-(x-\langle x\rangle)$ solves the equation for $g$ and makes every term zero.

The number of independent winding vectors is therefore the rank of the diffusion tensor. In 20 random images there were 133 clusters: 124 without winding, five with rank 1, one with rank 2 and three with rank 3. The two ranks agreed for each cluster. A rank-1 or rank-2 cluster is open to transport along some directions and closed along others.

For a closed void, the displacement law with $g=-(x-\langle x\rangle)$ saturates at twice the position variance. In a sphere of radius $R$, $\langle r^2\rangle=3R^2/5$, so the variance along one axis is $R^2/5$ and the plateau is $2R^2/5=90$ µm² for $R=15$ µm. The voxel void has 91.1 µm², and the walkers gave $91.8\pm1.8$ µm².

Closed pores thus add walkers but no long-time slope:

$$D_{\rm all}=\frac{\varepsilon_{\rm acc}}{\varepsilon_{\rm tot}}D_{\rm acc},\qquad
\tau_{\rm all}=\frac{\varepsilon_{\rm tot}}{\varepsilon_{\rm acc}}\tau_{\rm acc},\qquad
\frac{\varepsilon_{\rm tot}}{\tau_{\rm all}}=\frac{\varepsilon_{\rm acc}}{\tau_{\rm acc}} .$$

Either set gives the correct flux if porosity and tortuosity belong together. In the bed $\varepsilon_{\rm tot}=0.535$ and $\varepsilon_{\rm acc}=0.468$. Along $z$, $\tau_{\rm acc}=1.50$ and $\tau_{\rm all}=1.72$. Combining total porosity with the accessible tortuosity makes $D_{\rm eff}$ 14% too large. The opposite mismatch makes it 13% too small.

Winding is the criterion for transport through a repeated medium, not for coating. In a finite sample, a blind pore that opens at the outer face can be coated although it carries no through flux. To find the surface that a precursor can reach, one must trace connections from that face.

## How many walkers

Let $N$ walkers be recorded at $n_1$ and $n_2$, and let $m=n_2-n_1$. Write $X$ for the displacement at $n_1$ and $Y$ for the later increment. Each walker contributes

$$Z=(X+Y)^2-X^2=Y^2+2XY .$$

At very long times $X$ and $Y$ are independent Gaussians with variances $\sigma^2n_1$ and $\sigma^2m$. Then $E[Z]=\sigma^2m$. The variance of $Y^2$ is $2\sigma^4m^2$, that of $2XY$ is $4\sigma^4n_1m$, and their covariance is zero. The relative standard error is

$$\sqrt{\frac{2+4n_1/m}{N}} .$$

For the 26,198 accessible walkers among 30,000 this is $\sqrt{3/26198}=1.07\%$. The scatter of the walkers gave 1.16% along $x$ and 1.14% along $z$. By step 1500 the root-mean-square displacement along $x$ is $\sqrt{1.76\times1500+39}\approx52$ µm, less than one sphere diameter, and the Gaussian limit has not been reached. The approach is gradual: with both checkpoints four times later the displacement is about 100 µm, and the error on this image still exceeds the Gaussian formula by 2.4%, down from 8.7%.

The finite-time error follows from the moments $F_k(n,x)$, the mean $k$-th power of displacement after $n$ steps from $x$. Reversing the first part of the walk changes the sign of $X$, so $E[X^kh(x_{n_1})]=(-1)^k\langle F_k(n_1)h\rangle$. Squaring $Z$ gives $Y^4+4XY^3+4X^2Y^2$, and therefore

$$E[Z^2]=\langle F_4(m)\rangle-4\langle F_1(n_1)F_3(m)\rangle+4\langle F_2(n_1)F_2(m)\rangle,$$

$$E[Z]=\langle F_2(m)\rangle-2\langle F_1(n_1)F_1(m)\rangle .$$

These moments predict errors of 1.16% and 1.15%, in agreement with the scatter. On a coarser image of the bed, the excess over the Gaussian formula fell from 2.4% to 0.6% when both checkpoints were made four times later.

With these errors the walks gave $\tau_x=1.560\pm0.018$, $\tau_y=1.570\pm0.018$ and $\tau_z=1.480\pm0.017$. Solving for $g$ on the same image gives 1.576 along $x$ and 1.500 along $z$. The walk has measured the image correctly, but the two axes still differ by 5%.

## The lattice error that time does not remove

The remaining difference cannot belong to the cubic bed. It comes from the voxel representation, and a straight channel along a lattice diagonal shows one way in which such an error arises.

Take cubic voxels of edge $a$ with integer coordinates, and let the pore be the set where $k=x-y$ takes the values $0,\dots,w-1$. Each move in the $xy$ plane shifts the walker by $\pm a/\sqrt2$ along the channel. An interior voxel has four such moves, each of probability $p/2$, so its mean square step along the channel is $4(p/2)(a^2/2)=pa^2$, the free value.

At $k=w-1$ the moves $+x$ and $-y$ are blocked. The surviving moves, $-x$ and $+y$, point in opposite directions along the channel. The mean step there is still zero, but the mean square step is halved. The same holds at $k=0$. Hence $v=g=0$ for motion along the channel, and for $w\ge2$

$$\frac{D}{D_0}=\frac{(w-2)+2\cdot\frac12}{w}=\frac{w-1}{w},\qquad \tau=\frac{w}{w-1}.$$

The real channel has $\tau=1$. The digital one has $\tau=2$ for $w=2$, 1.25 for $w=5$ and 1.11 for $w=10$. Because $g=0$, this error is present from the first step and stays constant, so neither longer walks nor more walkers reduce it. At $w=1$ the voxels touch along edges alone, and the channel is closed in the plane. An axis-aligned channel has no such error. The channel shows why staircase walls raise $\tau$ by an amount that shrinks with the voxel size. It does not give the size or the sign of the difference between the axes of the bed.

The bed was therefore imaged at three resolutions, with the voxel aspect ratio held fixed:

| $a_z$ (µm) | $\tau_x$ | $\tau_z$ |
|---|---:|---:|
| 10 | 1.62 | 1.65 |
| 5 | 1.58 | 1.50 |
| 2.5 | 1.454 | 1.457 |

The difference between the axes changes sign at both refinements and is 0.2% on the finest image. That agreement does not prove convergence: from the middle to the finest image $\tau_x$ fell by 8% and $\tau_z$ by 3%. These three images do not reach the continuum value. Refining to $a_z=1.25$ and 0.83 µm gives $\tau_z=1.423$ and 1.410, and a discretisation that weights each face by its open area settles at $\tau=1.386$. The finest image in the table is thus 5% high, and the middle one is 8% high along $z$ and 14% high along $x$. Changes of this size are larger than the 1% sampling error, so here effort is better spent on resolution than on walkers.

## Reading the numbers for a powder process

The parameters roughly represent alumina deposition from trimethylaluminium in nitrogen at 450 K and 760 Torr, on a static bed 5 mm deep. On the middle image,

$$D_{\rm eff}=0.468\times0.2/1.50=0.062\ \text{cm}^2/\text{s}=6.2\times10^{-6}\ \text{m}^2/\text{s}.$$

This value carries the voxel error of the middle image. The converged bed has $D_{\rm eff}/D_0=0.344$, or 0.069 cm²/s, which is 10% higher, and the time and speed below carry the 8% error in $\tau_z$. The free diffusivity is also a rough input. For a real bed it is an estimate to one significant figure at best. For a disordered powder, or one with a spread of sizes, the tortuosity must come from its own image. Such an image is not periodic, and joining its opposite faces blocks pores at the seam. In random sphere images three diameters wide, this raised $\tau$ by 8 to 66% over the value between two reservoirs with sealed sides. The image should be mirrored before it is repeated, and its size varied.

The walker diffusivity is $0.2/1.50=0.133$ cm²/s. The root-mean-square displacement equals the bed depth after $0.5^2/(2\times0.133)=0.94$ s. This is not a coating time, because the walls consume precursor. With 1% precursor and a rough capacity of 4 molecules/nm² on smooth outer surfaces, the walls take up 2.7 times as many precursor molecules as the pore gas holds at one filling. The dose must supply this uptake and the precursor left in the pore gas when coating ends. With fast uptake that remainder can be less than one full filling. Internally porous grains would raise the demand further.

Wall collisions matter little at this pressure. The narrowest throat between four spheres is $(\sqrt2-1)\times60=24.9$ µm wide. Treated as a long tube with diffuse walls, it has a Knudsen diffusivity $d\bar v/3=30$ cm²/s, where $d$ is its width and $\bar v=364$ m/s the mean thermal speed. In such a tube the added resistance is $0.2/30$, or 0.7%; for the bed this is an estimate of size only. A film of 10 nm narrows the throat by 0.08%.

A change of pressure or flow can invalidate this picture. Gas diffusivity varies inversely with pressure, so at 1 Torr the free value would be about 150 cm²/s, five times the Knudsen value of that tube. Wall collisions would then control transport, and a walk with short independent steps would no longer describe it; straight flights between walls would be needed. At atmospheric pressure, a carrier speed in the pores of about 0.27 cm/s already transports as strongly as diffusion over the 5 mm depth. A stirred or purged bed can exceed this, and its penetration is then not set by tortuosity alone.

The full set of values is in the numerical output below.

## Computed results

```
Moment-law largest relative error: 7.5e-15
Test image D_eff/D0, flux: 0.22124
Test image D_eff/D0, walk: 0.22124
Test image D_eff/D0, mismatched: 0.22462
Clusters with winding rank 0,1,2,3: 124 5 1 3
Diagonal channel w=2: tau=2.0000
Diagonal channel w=3: tau=1.5000
Diagonal channel w=5: tau=1.2500
Diagonal channel w=10: tau=1.1111
Sphere / void diameter: 60 / 30 um
Voxel edges x,y,z (um): 2.5 2.5 5.0
Axis probabilities x,y,z: 0.44444 0.44444 0.11111
Total porosity: 0.5347
Accessible porosity: 0.4676
Continuum accessible porosity: 0.4764
dz=10.00 um: tau_x=1.6160, tau_z=1.6516
dz=5.00 um: tau_x=1.5757, tau_z=1.5003
dz=2.50 um: tau_x=1.4544, tau_z=1.4568
Equal-probability error: tau_x=3.020, tau_z=0.814
Walkers total / accessible: 30000 / 26198
Checkpoints: 300 and 1500 steps
MC accessible tau_x: 1.560 +/- 0.018
MC accessible tau_y: 1.570 +/- 0.018
MC accessible tau_z: 1.480 +/- 0.017
All-pore tau_z, corrector: 1.7157
All-pore tau_z, MC: 1.695 +/- 0.020
Relative sampling error x,z, moments: 1.163, 1.146 %
Relative sampling error x,z, MC: 1.159, 1.139 %
Relative sampling error, Gaussian: 1.070 %
Coarse image excess over Gaussian, n2=1500, 6000: 2.35, 0.60 %
Closed-pore MSD_x, MC: 91.8 +/- 1.8 um^2
Closed-pore MSD_x, plateau: 91.1 um^2
Accessible MSD_x intercept: 39.08 um^2
Apparent tau_x from MSD/(2t), n=10: 1.1508
Apparent tau_x from MSD/(2t), n=100: 1.3433
Apparent tau_x from MSD/(2t), n=1500: 1.5528
Steps for 1% intercept bias: 2217
Temperature: 450 K
Pressure: 760 Torr
Free diffusivity: 0.20 cm^2/s
Time step: 69.44 ns
D_eff along z: 0.0623 cm^2/s
D_eff along z: 6.233e-06 m^2/s
Total porosity with accessible tau: +14.36 % error
Accessible porosity with all-pore tau: -12.55 % error
Bed depth: 5.0 mm
Time for rms displacement = depth: 0.938 s
Precursor molar mass: 72.09 g/mol
Mean thermal speed: 363.5 m/s
Throat diameter: 24.85 um
Knudsen diffusivity: 30.12 cm^2/s
Knudsen added resistance: 0.66 %
Precursor mole fraction: 1.0 %
Surface capacity: 4.0 molecules/nm^2
Surface uptake / pore gas: 2.70
Carrier pore speed for Peclet 1: 0.267 cm/s
Throat loss for 10 nm film: 0.080 %
```
